**Triplet and singlet levels of two electrons in a degenerate π\* pair**

With frozen filled shells and common orbitals, the triplet, the twofold singlet Δ and the singlet Σ⁺ have energies $E_0+J-K$, $E_0+J+K$ and $E_0+J+3K$. Here $J=(xx|yy)$ and $K=(xy|xy)$ are the Coulomb and exchange integrals of the antibonding orbitals $x$ and $y$, and $E_0$ is the energy common to all six states. The program builds the many-electron Hamiltonian of a model diatomic from fermion operators and asserts that its eigenvalues and total spins agree with these formulas. It also asserts that $K$ from Gaussian integrals agrees with a momentum-space quadrature, and that the azimuthal pair probabilities have their derived values. When the two orbitals are split in energy, it finds the triplet–singlet crossing numerically and asserts that it lies at $2\sqrt2\,K$. The output shows $K=0.0595$ Ry and a triplet lying 0.119 Ry (1.62 eV) below the Δ singlet. When the bonding π shell may respond, the ground state remains a triplet and the gap to the lowest singlet falls to 0.096 Ry (1.30 eV). The parameters are round model values, so these energies are not predictions for O₂.

## Numerical check

```python
"""
Two electrons in a degenerate antibonding pi pair (x, y) of a diatomic.
Result under test, with frozen filled shells and common orbitals:
  triplet            E0 + J - K      (3 states)
  singlet Delta      E0 + J + K      (2 states)
  singlet Sigma+     E0 + J + 3K     (1 state)
J = (xx|yy), K = (xy|xy) > 0; E0 = filled-shell energy plus twice the
energy of one pi* electron in the field of the nuclei and filled shell.
If the pair is split by D, a singlet becomes lowest for D > 2 sqrt(2) K.
Rydberg atomic units: kinetic energy -nabla^2, repulsion 2/r12.
Model: two centres of charge Z, one Gaussian p shell on each centre.
Nuclear repulsion is a common constant and is left out.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from pyscf import gto

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
alpha = 0.8       # Gaussian exponent, 1/a0^2
distance = 2.0    # separation of the centres, a0
charge = 6.0      # charge of each centre, units of e

# ---- integrals over pi orbitals: bonding x, y, then antibonding x, y ----
# Hydrogen labels only place unit charges; the attraction is scaled by Z.
mol = gto.M(atom=[["H", (0, 0, -distance / 2)], ["H", (0, 0, distance / 2)]],
            basis={"H": [[1, [alpha, 1.0]]]}, unit="Bohr", verbose=0)
overlap = mol.intor("int1e_ovlp")
coeff = np.zeros((6, 4))
for column, (axis, sign) in enumerate([(0, 1), (1, 1), (0, -1), (1, -1)]):
    coeff[axis, column] = 1.0
    coeff[axis + 3, column] = sign
    norm = coeff[:, column] @ overlap @ coeff[:, column]
    coeff[:, column] /= np.sqrt(norm)
# The factor 2 converts hartree to rydberg.
h_ao = 2 * (mol.intor("int1e_kin") + charge * mol.intor("int1e_nuc"))
h = coeff.T @ h_ao @ coeff
eri = 2 * np.einsum("abcd,ap,bq,cr,ds->pqrs", mol.intor("int2e"),
                    coeff, coeff, coeff, coeff, optimize=True)
X, Y = 2, 3
J_same = eri[X, X, X, X]
J = eri[X, X, Y, Y]
K = eri[X, Y, X, Y]
assert h[0, 0] < h[X, X]              # the odd combination is antibonding
assert abs(J_same - J - 2 * K) < 1e-9  # consequence of axial symmetry

# ---- K again, from the Fourier transform of the product density xy ----
z = np.linspace(-9, 9, 1201)
axial = (np.exp(-alpha * (z - distance / 2)**2)
         - np.exp(-alpha * (z + distance / 2)**2))**2
nodes, weights = np.polynomial.legendre.leggauss(200)
q_max = 12 * np.sqrt(alpha)
q = 0.5 * q_max * (nodes + 1)
wq = 0.5 * q_max * weights
axial_ft = np.cos(np.outer(q, z)) @ axial / axial.sum()
q_perp, q_z = q[:, None], q[None, :]
# Squared transform, averaged over the direction of q in the xy plane.
density_sq = (q_perp**4 / 8 / (4 * alpha)**2
              * np.exp(-q_perp**2 / (4 * alpha)) * axial_ft[None, :]**2)
integrand = 8 * np.pi / (q_perp**2 + q_z**2) * density_sq * q_perp
K_momentum = 2 * 2 * np.pi / (2 * np.pi)**3 * (wq @ integrand @ wq)
assert K_momentum > 0
assert abs(K_momentum / K - 1) < 1e-5  # quadrature error

# ---- many-electron Hamiltonian from fermion operators ----
n_orb = 4
n_spin = 2 * n_orb
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(k):
    """Annihilation operator of spin orbital k with fermion signs."""
    result = np.eye(1)
    for site in range(n_spin):
        factor = parity if site < k else lower if site == k else np.eye(2)
        result = np.kron(result, factor)
    return result


a = [annihilator(k) for k in range(n_spin)]  # even k: up, odd k: down
E = [[a[2*p].T @ a[2*r] + a[2*p+1].T @ a[2*r+1] for r in range(n_orb)]
     for p in range(n_orb)]
H = np.zeros_like(a[0])
for p in range(n_orb):
    for r in range(n_orb):
        H += h[p, r] * E[p][r]
        for s in range(n_orb):
            for t in range(n_orb):
                if abs(eri[p, r, s, t]) > 1e-13:
                    pair = E[p][r] @ E[s][t]
                    if r == s:
                        pair = pair - E[p][t]
                    H += 0.5 * eri[p, r, s, t] * pair
S_plus = sum(a[2*p].T @ a[2*p+1] for p in range(n_orb))
S_z = 0.5 * sum(a[2*p].T @ a[2*p] - a[2*p+1].T @ a[2*p+1]
                for p in range(n_orb))
S_squared = S_plus.T @ S_plus + S_z @ S_z + S_z
occupation = np.array([np.diag(E[p][p]) for p in range(n_orb)])


def levels(hamiltonian, spin_sq):
    """Energies and <S^2>; a spin term keeps different spins unmixed."""
    vectors = np.linalg.eigh(hamiltonian + 50 * spin_sq)[1]
    energy = np.diag(vectors.T @ hamiltonian @ vectors)
    spin = np.diag(vectors.T @ spin_sq @ vectors)
    order = np.argsort(energy)
    return energy[order], spin[order]


# ---- frozen bonding shell: six states of two pi* electrons ----
frozen = np.where((occupation[0] + occupation[1] == 4)
                  & (occupation[X] + occupation[Y] == 2))[0]
block = np.ix_(frozen, frozen)
H6, S6 = H[block], S_squared[block]
energies, spins = levels(H6, S6)
core = (0, 1)
E_core = sum(2 * h[c, c] for c in core) + sum(
    2 * eri[c, c, d, d] - eri[c, d, d, c] for c in core for d in core)
eps = [h[v, v] + sum(2 * eri[v, v, c, c] - eri[v, c, c, v] for c in core)
       for v in (X, Y)]
assert abs(eps[0] - eps[1]) < 1e-9
E0 = E_core + 2 * eps[0]
predicted = E0 + np.array([J - K] * 3 + [J + K] * 2 + [J + 3 * K])
assert len(frozen) == 6
assert np.allclose(energies, predicted, atol=1e-8)
assert np.allclose(spins, [2, 2, 2, 0, 0, 0], atol=1e-8)
# A single determinant with opposite spins in x and y has energy E0 + J.
open_shell = [i for i, state in enumerate(frozen)
              if occupation[X, state] == 1 and abs(S_z[state, state]) < 0.1]
assert len(open_shell) == 2
for i in open_shell:
    assert abs(H6[i, i] - E0 - J) < 1e-8
    assert abs(S6[i, i] - 1) < 1e-12  # equal triplet and singlet weights

# ---- lifting the degeneracy of the pair ----
tilt = np.diag(0.5 * (occupation[Y, frozen] - occupation[X, frozen]))


def singlet_minus_triplet(splitting):
    energy, spin = levels(H6 + splitting * tilt, S6)
    return energy[spin < 0.5].min() - energy[spin > 1.5].min()


critical = brentq(singlet_minus_triplet, 0, 10 * K, xtol=1e-12)
assert abs(critical - 2 * np.sqrt(2) * K) < 1e-8
trial = 1.5 * K
expected_gap = 3 * K - np.sqrt(trial**2 + K**2)
assert abs(singlet_minus_triplet(trial) - expected_gap) < 1e-8

# ---- bonding shell allowed to respond: all six-electron states ----
six = np.where(occupation.sum(axis=0) == 6)[0]
full_block = np.ix_(six, six)
full_E, full_S = levels(H[full_block], S_squared[full_block])
assert np.allclose(full_S[:3], 2, atol=1e-8)
full_gap = full_E[full_S < 0.5].min() - full_E[0]
assert full_gap > 0
assert full_E[0] <= energies[0] + 1e-9

# ---- probability that the azimuths differ by less than 30 degrees ----
phi2 = 2 * np.pi * np.arange(120) / 120


def pair_density(kind, delta):
    """Squared pair amplitude, averaged over the azimuth of electron 2."""
    phi1 = phi2[None, :] + np.asarray(delta)[:, None]
    x1, y1, x2, y2 = np.cos(phi1), np.sin(phi1), np.cos(phi2), np.sin(phi2)
    amplitude = {"triplet": x1 * y2 - y1 * x2,
                 "delta_a": x1 * y2 + y1 * x2,
                 "delta_b": x1 * x2 - y1 * y2,
                 "sigma": x1 * x2 + y1 * y2}[kind]
    return (amplitude**2).mean(axis=1)


near = {}
for kind in ("triplet", "delta_a", "delta_b", "sigma"):
    inside = np.pi / 6 * (weights @ pair_density(kind, np.pi / 6 * nodes))
    near[kind] = inside / (2 * np.pi * pair_density(kind, phi2).mean())
shift = np.sqrt(3) / (4 * np.pi)
assert abs(near["triplet"] - (1 / 6 - shift)) < 1e-10
assert abs(near["delta_a"] - 1 / 6) < 1e-10
assert abs(near["delta_b"] - 1 / 6) < 1e-10
assert abs(near["sigma"] - (1 / 6 + shift)) < 1e-10

# ---- worked example ----
relative = energies - E0
gap_delta = energies[3] - energies[0]
gap_sigma = energies[5] - energies[0]
print(f"Gaussian exponent: {alpha:.1f} a0^-2")
print(f"separation of centres: {distance:.1f} a0")
print(f"charge of each centre: {charge:.0f} e")
print(f"overlap of the two p_x orbitals: {overlap[0, 3]:.4f}")
print(f"J_xx, both electrons in x: {J_same:.5f} Ry")
print(f"J, one electron in x and one in y: {J:.5f} Ry")
print(f"K from Gaussian integrals: {K:.5f} Ry")
print(f"K from momentum quadrature: {K_momentum:.5f} Ry")
print(f"J_xx - J: {J_same - J:.5f} Ry")
print("Levels from diagonalization, relative to E0:")
print(f"  triplet (3 states): {relative[0]:.5f} Ry")
print(f"  singlet Delta (2 states): {relative[3]:.5f} Ry")
print(f"  singlet Sigma+ (1 state): {relative[5]:.5f} Ry")
print(f"<S^2> of the six states: {np.round(np.abs(spins), 3)} hbar^2")
print(f"gap triplet to Delta: {gap_delta:.5f} Ry")
print(f"gap triplet to Delta: {gap_delta * RY_EV:.3f} eV")
print(f"gap triplet to Sigma+: {gap_sigma:.5f} Ry")
print(f"gap triplet to Sigma+: {gap_sigma * RY_EV:.3f} eV")
print("Probability of azimuths within 30 degrees of each other:")
print(f"  triplet: {near['triplet']:.4f}")
print(f"  singlet Delta: {near['delta_a']:.4f}")
print(f"  singlet Sigma+: {near['sigma']:.4f}")
print(f"critical orbital splitting: {critical:.5f} Ry")
print(f"critical orbital splitting: {critical * RY_EV:.3f} eV")
print(f"critical splitting divided by K: {critical / K:.4f}")
print("Bonding pi shell allowed to respond:")
print(f"  <S^2> of the ground state: {full_S[0]:.3f} hbar^2")
print(f"  gap to lowest singlet: {full_gap:.5f} Ry")
print(f"  gap to lowest singlet: {full_gap * RY_EV:.3f} eV")
print(f"  ground-state lowering: {energies[0] - full_E[0]:.5f} Ry")
print("all tests passed")
```

Output:

```
Gaussian exponent: 0.8 a0^-2
separation of centres: 2.0 a0
charge of each centre: 6 e
overlap of the two p_x orbitals: 0.2019
J_xx, both electrons in x: 1.24889 Ry
J, one electron in x and one in y: 1.12988 Ry
K from Gaussian integrals: 0.05951 Ry
K from momentum quadrature: 0.05951 Ry
J_xx - J: 0.11901 Ry
Levels from diagonalization, relative to E0:
  triplet (3 states): 1.07037 Ry
  singlet Delta (2 states): 1.18938 Ry
  singlet Sigma+ (1 state): 1.30839 Ry
<S^2> of the six states: [2. 2. 2. 0. 0. 0.] hbar^2
gap triplet to Delta: 0.11901 Ry
gap triplet to Delta: 1.619 eV
gap triplet to Sigma+: 0.23802 Ry
gap triplet to Sigma+: 3.238 eV
Probability of azimuths within 30 degrees of each other:
  triplet: 0.0288
  singlet Delta: 0.1667
  singlet Sigma+: 0.3045
critical orbital splitting: 0.16831 Ry
critical orbital splitting: 2.290 eV
critical splitting divided by K: 2.8284
Bonding pi shell allowed to respond:
  <S^2> of the ground state: 2.000 hbar^2
  gap to lowest singlet: 0.09577 Ry
  gap to lowest singlet: 1.303 eV
  ground-state lowering: 0.02873 Ry
all tests passed
```
